# The rounding floor of eigensolver residuals for finite-difference Hamiltonians

**Question.** An iterative eigensolver works on a finite-difference Hamiltonian in floating-point arithmetic, and at some point the residual $\|(H-\theta)x\|/\|x\|$ stops falling. How large is this floor, how does it depend on the grid spacing $h$, and what are its values in single and double precision?

**Answer.** For a rounded low-lying eigenvector, on a grid where $\|H\|$ is set by the kinetic term, the floor is roughly a quarter of $u\|H\|$, and the one-dimensional inverse iteration studied here stalls between that and about half of $u\|H\|$; other solvers can stall higher. Here $u=\varepsilon/2$ is the unit roundoff and $\|H\|\approx 4d\,\hbar^2/(2mh^2)$ in $d$ dimensions. The product $u\|H\|$ bounds the residual of a rounded eigenvector from above; the floor itself is a statistical estimate.

**The norm.** Let $t=\hbar^2/(2mh^2)$. With the $(2d+1)$-point Laplacian and hard walls, $H_{jj}=2dt+V_j$, neighbours are coupled by $-t$, and $V\ge0$. Norms are Euclidean, and the quadrature weight $h^d$ cancels in the ratio. In one dimension with $N$ points, $x_j=\sin(j\phi_k)$ with $\phi_k=k\pi/(N+1)$ vanishes at both walls. Since $x_{j-1}+x_{j+1}=2\cos\phi_k\,x_j$, the kinetic eigenvalue is $2t(1-\cos\phi_k)=4t\sin^2(\phi_k/2)$. The largest, at $k=N$, is $4t\cos^2[\pi/(2N+2)]$. Because $0\le V\le V_{\max}$ and $H$ is positive,
$$4t\cos^2\frac{\pi}{2N+2}\le\|H\|\le4t+V_{\max}.$$
The kinetic eigenvalues of different directions add, so $\|H\|\approx4dt\propto h^{-2}$ when $V_{\max}\ll t$.

**Storing the vector.** Round-to-nearest gives $\hat x=x+e$ with $|e_j|\le u|x_j|$, barring underflow, where $u_{32}=2^{-24}$ and $u_{64}=2^{-53}$. If $Hx=\lambda x$ exactly, then
$$r=(H-\lambda)\hat x=(H-\lambda)e,\qquad \|r\|\le u\,\|H-\lambda\|\,\|x\|.$$
The eigenvector is smooth, but $e$ varies erratically from point to point, so it samples the short wavelengths where $H$ is large.

For the typical size, model the $e_j$ as uncorrelated, of zero mean, and uniform within half the spacing $s_j$ of floating-point numbers at $x_j$, so that $\langle e_j^2\rangle=s_j^2/12$. This needs neighbouring components to differ by many spacings. The cross terms in $\|r\|^2$ average to zero, and column $j$ of $H-\lambda$ holds $H_{jj}-\lambda$ once and $-t$ a total of $2d$ times:
$$\langle\|r\|^2\rangle=\sum_j\frac{s_j^2}{12}\left[(H_{jj}-\lambda)^2+2d\,t^2\right]\approx(4d^2+2d)\,t^2\sum_j\frac{s_j^2}{12}.$$
The last step assumes $|V_j-\lambda|\ll t$ where $x$ is large, and it becomes less accurate at a deep core or on a coarse grid.

Write $|x_j|=f\,2^k$ with $1\le f<2$. The spacing is $s_j=2u\,2^k$, so $s_j^2/12=u^2x_j^2/(3f^2)$. Averaging over an overall scale of the vector that is uniform in its logarithm gives $f$ the density $1/(f\ln2)$, and
$$\langle f^{-2}\rangle=\frac1{\ln2}\int_1^2\frac{df}{f^3}=\frac{1}{2\ln 2}\left(1-\frac14\right)=\frac{3}{8\ln2}.$$
Hence $\langle e_j^2\rangle=\rho^2u^2x_j^2$ with $\rho=1/\sqrt{8\ln2}=0.4247$. The root-mean-square storage floor, relative to $\|x\|$, is
$$F=\rho\,u\sqrt{4d^2+2d}\;\frac{\hbar^2}{2mh^2}.$$
Dividing by $4dt\,u$ gives $\rho\sqrt6/4=0.26$ for $d=1$ and $\rho\sqrt{42}/12=0.23$ for $d=3$.

**Evaluating $Hx$.** In one dimension, compute $y_j=(H_{jj}x_j-t\,x_{j-1})-t\,x_{j+1}$. Each term meets at most four roundings: the matrix entry, the product and two subtractions. The componentwise error is therefore at most $\gamma_4(|H||x|)_j$ with $\gamma_4=4u/(1-4u)$. For $S=\mathrm{diag}((-1)^j)$ the product $SHS$ flips the off-diagonal signs, so $|H|=SHS$, and $S$ is orthogonal, so the error norm is at most $\gamma_4\|H\|\|x\|$.

The typical error is smaller. The products have sizes $2tx_j$, $tx_j$ and $tx_j$, so their roundings add a noise $\eta$ of mean square $(4+1+1)\rho^2u^2t^2=F^2$ for unit $x$. (If $t$ is a power of two, the neighbour products are exact and only the 4 remains.) The subtractions add almost nothing. In the first, both operands are multiples of the spacing of the smaller, and the difference has about the size of the smaller, so it is representable unless it crosses a power of two. The second subtracts nearly equal numbers, which is exact. Rounding the entries changes the matrix by a fixed $\Delta H$ and adds $\Delta Hx$ to $\eta$. Both contributions belong to this order of evaluation. In the factored form $y_j=t[(2x_j-x_{j-1})-x_{j+1}]+V_jx_j$ the differences are almost exact and the products have sizes only $|\lambda-V_j||x_j|$ and $V_j|x_j|$, so $\eta$ nearly vanishes and the iteration below stalls at about $F$ even in a single precision throughout. The numbers that follow use stored entries.

**The stalled iteration.** Take $x\leftarrow x-H^{-1}(H-\theta)x=\theta H^{-1}x$, with $\theta$ the Rayleigh quotient. This is inverse iteration, and it multiplies the relative weight of mode $k$ by $\lambda_0/\lambda_k$. At convergence the computed correction contains $H^{-1}\eta$, and the update is rounded, so $x_{\rm new}=x-H^{-1}\eta+e$ with $x$ the eigenvector, and
$$r=-(1-\lambda_0H^{-1})\eta+(H-\lambda_0)e .$$
The factor $1-\lambda_0/\lambda_k$ vanishes for $k=0$ and is near 1 for all but the lowest modes, so it acts nearly as $P=1-xx^{T}$. Treating the pieces as independent,
$$\langle\|r\|^2\rangle\approx 2F^2+\|P\,\Delta Hx\|^2 .$$
The precision of the solve does not appear. Its error is a fraction of order $u_{\rm solve}\kappa$, with $\kappa=\|H\|/\lambda_0$, of a correction that is itself at noise level, which is harmless while $u_{\rm solve}\kappa\ll1$. Single storage with a double-precision residual removes $\eta$ and should stall at $F_{32}$. Double storage and residual with a single-precision solve should stall at $\sqrt2F_{64}$, if $H$ is defined as the stored double matrix.

**One-dimensional numbers.** The model is an electron in a harmonic well, $\hbar\omega=1$ eV, between walls 32 Å apart, its centre displaced 0.37 Å from the midpoint, with $\hbar^2/2m=3.80998$ eV Å$^2$. Reference eigenpairs come from tridiagonal diagonalization in double precision. The iteration was run for 40 steps with a single-precision tridiagonal solve. True residuals were evaluated in double precision for single vectors and in exact integer arithmetic for double vectors. The column $F_{32}$ is the formula; the other entries are root-mean-square values over logarithmically spaced overall scales. All are in eV.

| $h$ (Å) | $F_{32}$ | mixed | all single | double |
|---|---|---|---|---|
| 0.08 | $3.69\times10^{-5}$ | $3.69\times10^{-5}$ | $6.1\times10^{-5}$ | $9.4\times10^{-14}$ |
| 0.04 | $1.48\times10^{-4}$ | $1.48\times10^{-4}$ | $2.5\times10^{-4}$ | $3.9\times10^{-13}$ |
| 0.02 | $5.91\times10^{-4}$ | $5.80\times10^{-4}$ | $9.9\times10^{-4}$ | $1.5\times10^{-12}$ |
| 0.01 | $2.36\times10^{-3}$ | $2.34\times10^{-3}$ | $4.0\times10^{-3}$ | $6.2\times10^{-12}$ |

Log-log fits give exponents of $h$ equal to $-1.99$, $-2.02$ and $-2.01$ for the three solvers. Halving $h$ multiplies $t$ by exactly 4 and preserves its mantissa, which removes one source of scatter. The largest $u_{32}\kappa$ here is 0.018.

The all-single stall is $9.9/5.91=1.7$ times $F_{32}$ at $h=0.02$ Å, more than $\sqrt2$, and the rounded matrix supplies the rest. There $2t=19050$ eV lies between $2^{14}$ and $2^{15}$ eV, so the spacing is $2^{-9}$ eV, and a uniform error has size $2^{-9}/\sqrt{12}=5.6\times10^{-4}$ eV. The value computed from the actual entries is $\|P\Delta Hx\|=5.54\times10^{-4}$ eV. Then $\sqrt{2(5.91)^2+(5.54)^2}\times10^{-4}=1.00\times10^{-3}$ eV. Relative to $u\|H\|$, which is $2.27\times10^{-3}$ eV in single and $4.23\times10^{-12}$ eV in double, the stalls are 0.44 and 0.36.

**Three-dimensional estimate.** For the same well, with the same displacement along each axis, in a 16 Å cube at $h=0.2$ Å, $t=3.80998/0.04=95.25$ eV and $12t=1143$ eV. The problem separates, so $\|H\|$ is three times the top one-dimensional eigenvalue, 1146.7 eV or 42.1 hartree, with $E_h=me^4/\hbar^2=27.21$ eV. In single precision
$$F_{32}=0.4247\times5.9605\times10^{-8}\times\sqrt{42}\times95.25\ \text{eV}=1.56\times10^{-5}\ \text{eV},$$
or $5.7\times10^{-7}$ hartree, below $u_{32}\|H\|=6.8\times10^{-5}$ eV. Rounding the product eigenvector on the $79^3$ grid and applying the stencil in double precision also gives $1.56\times10^{-5}$ eV. With $u_{64}=1.1102\times10^{-16}$ the formula gives $F_{64}=2.9\times10^{-14}$ eV, or $1.1\times10^{-15}$ hartree, below $u_{64}\|H\|=1.3\times10^{-13}$ eV. These are storage floors. Same-precision arithmetic with stored matrix entries lies above them, while the factored stencil stays close to them.

Setting $F=\tau$ gives $h_{\min}=[\rho u\sqrt{42}\,\hbar^2/(2m\tau)]^{1/2}$. For $\tau=10^{-6}$ eV this is 0.79 Å in single precision and $3.4\times10^{-5}$ Å in double. A rounded single-precision vector typically misses that tolerance on any finer grid. For inverse iteration a stopping threshold should therefore be set at a few times $u\|H\|$, with $u$ the coarser of the storage and residual precisions. Solvers that take small steps may need a higher one. The update $x-\alpha r$ leaves $x$ unchanged once every $\alpha|r_j|$ is below half a spacing, so the iteration can stop above the storage floor. The relative residual of such a frozen vector is at most about $u/\alpha$, a limit that exceeds $u\|H\|$ when $\alpha<1/\|H\|$.

**Energies and linear systems.** The Rayleigh quotient $\theta$ of $\hat x$, evaluated accurately, obeys $\theta-\lambda=\hat x^T(H-\lambda)\hat x/\|\hat x\|^2=e^T(H-\lambda)e/\|\hat x\|^2$, because $(H-\lambda)x=0$ removes the terms containing $x$. Only diagonal terms survive the average, leaving $\rho^2u^2\,2dt$. This is second order in $u$, and equals $3.7\times10^{-13}$ eV for the single-precision vector above. A rounded matrix instead shifts $\lambda$ at first order, by $x^T\Delta Hx$. When $H_{jj}$ and $t$ are rounded separately, this is of order $ut$. In one dimension it is about $-2\Delta t$ plus the weighted mean of the diagonal roundings, with a sign and factor set largely by the mantissa of $t$. When the diagonal is built from the rounded $t$, the $\Delta t$ term drops to order $u\lambda$ and only the smaller, erratic mean of the diagonal roundings is left. Diagonalizing the separately rounded one-dimensional matrix gives $2.8\times10^{-5}$ eV at $h=0.08$ Å and $1.5\times10^{-3}$ eV at $h=0.01$ Å. The discretization error falls as $h^2$, since $4t\sin^2(qh/2)=(\hbar^2q^2/2m)(1-q^2h^2/12+\dots)$ for wavenumber $q$. At $h=0.08$ Å it is $0.499974-0.5=-2.6\times10^{-5}$ eV. The two terms have the same size there, and their near cancellation is an accident of the mantissa of $t$. On the three finer grids, which share that mantissa, the shift exceeds the discretization error and grows with each halving; a spacing that gives $t$ another mantissa would give another factor.

For $Hx=b$, rounding gives $b-H\hat x=-He$, of typical size $F\|x\|$. Since $\|x\|\le\|b\|/\lambda_0$, the residual relative to $\|b\|$ is at most $u\kappa$.

**The floor is not a strict lower bound.** Correlated rounding does better. In one dimension factor $A=H-\lambda=QR$, so that $\|Ae\|=\|Re\|$ with $R$ upper triangular. Round $x_N$ directly; then, going from $k=N-1$ down, set $\hat x_k$ to the rounded value of $x_k-\sum_{j>k}R_{kj}e_j/R_{kk}$. Row $k$ of $Re$ is then $R_{kk}$ times one rounding error. This is Babai's nearest-plane rule.

To find $R_{kk}$, let $B$ be the first $k$ columns of $A$, nonzero in $k+1$ rows. Then $\prod_{j\le k}R_{jj}^2=\det B^TB=\sum_iM_i^2$ by the Cauchy–Binet formula, where $M_i$ is the minor without row $i$. The vector $(-1)^iM_i$ is annihilated by $B^T$, because each product expands a determinant with a repeated column. So is $(x_1,\dots,x_{k+1})$, because $A$ is symmetric and $(Ax)_j=0$. Deleting row 1 leaves a triangular matrix with diagonal $-t$, so $|M_1|=t^k$, the rank is $k$, and the two vectors are proportional: $|M_i|=t^k|x_i/x_1|$. With $S_m=\sum_{i\le m}x_i^2$, the determinant is $t^{2k}S_{k+1}/x_1^2$, and the ratio of successive determinants is
$$R_{kk}^2=t^2\,\frac{S_{k+1}}{S_k},\qquad k<N,$$
while $R_{NN}=0$ because $A$ is singular. On a fine grid $S_{k+1}/S_k\approx1$ where $x$ has weight, so the residual is about $\rho ut=F/\sqrt6$. Carrying this out gives $1.52\times10^{-5}$ eV at $h=0.08$ Å and $6.04\times10^{-5}$ eV at $h=0.04$ Å, against $\rho ut=1.51\times10^{-5}$ and $6.03\times10^{-5}$ eV. The prefactor drops and the $1/h^2$ growth remains.

Even that growth can be escaped on extremely fine grids, where $u\kappa\gg1$ but neighbouring components still differ by many spacings over most of the box. Take a sine state in an empty box, and let $s$ be the spacing at its largest component. The second difference of $x$ has size $(\lambda/t)x_j$, which is then smaller than $s$. A vector made of straight segments, with slopes that are whole multiples of $s$ per step, needs a kink of size $s$ at only a fraction $\lambda x_j/(ts)$ of the points. Its residual per point is of order $ts\sqrt{\lambda x_j/(ts)}=\sqrt{\lambda t s x_j}$, which grows only as $1/h$.
